# Gamma-Distributed Electronic Energy Loss and Its Invariance under Step Subdivision

**Q.** Your ion transport code draws a random electronic energy loss on every flight step. What is that draw required to reproduce?

**A.** Two material functions are given: the electronic stopping $S$, the mean energy lost per unit path length, and the straggling $W$, the variance of the loss per unit path length. For now both are positive constants. Losses on disjoint pieces of path are taken as independent once the lengths are given. Means of sums add, and so do variances of independent sums, so a path of length $L$ must have

$$\langle X\rangle = SL,\qquad \mathrm{Var}\,X = WL .$$

I use eV and nm, since atomic units would only obscure an implantation problem. The example is a 1 MeV proton in silicon with the round values $S=40$ eV/nm and $W=18000$ eV²/nm.

**Q.** Then draw a Gaussian with that mean and variance. Sums of independent Gaussians are Gaussian, so cutting a step into pieces does no harm.

**A.** That is true of the unmodified Gaussian, but it allows negative losses, in which the electrons would accelerate the ion. For 10 nm the mean is 400 eV and the standard deviation is $\sqrt{18000\times10}=424$ eV, so 17% of the draws are negative. For 100 nm the figures are 4000 eV and 1342 eV, and 0.14% are negative.

**Q.** Set the negative draws to zero.

**A.** That changes the mean. Let one step have mean $\mu$ and standard deviation $\sigma$, and let $\varphi$ and $\Phi$ be the standard normal density and its cumulative distribution. With $x=\mu+\sigma z$,

$$\langle \max(X,0)\rangle=\int_{-\mu/\sigma}^{\infty}(\mu+\sigma z)\varphi(z)\,dz=\mu\,\Phi(\mu/\sigma)+\sigma\,\varphi(\mu/\sigma).$$

The first term uses the symmetry of $\varphi$; the second uses $z\varphi=-\varphi'$. One 100 nm step gives 4000.5 eV. Ten steps of 10 nm give 4394 eV, about 10% above the prescribed mean. The stopping power would then depend on the step length, which is a numerical choice.

**Q.** So you need a law on positive energies. Why should a gamma law fit your two numbers?

**A.** It has two parameters, a shape $k>0$ and a scale $\theta>0$:

$$p_k(x)=\frac{x^{k-1}e^{-x/\theta}}{\Gamma(k)\,\theta^k},\qquad x>0 .$$

Substituting $x=\theta y$ in the moment integral gives, for $m=0,1,2,\dots$,

$$\langle X^m\rangle=\frac{\theta^m}{\Gamma(k)}\int_0^\infty y^{k+m-1}e^{-y}dy=\theta^m\frac{\Gamma(k+m)}{\Gamma(k)} .$$

For $m=0$ this is 1, so the density is normalized. Since $\Gamma(k+1)=k\Gamma(k)$, the mean is $k\theta$ and the second moment is $k(k+1)\theta^2$. The variance is therefore $k(k+1)\theta^2-k^2\theta^2=k\theta^2$. The requirements are

$$k\theta=SL,\qquad k\theta^2=WL .$$

Dividing the second by the first gives $\theta$, and the first then gives $k$:

$$\theta=\frac{W}{S},\qquad k=\frac{S^2L}{W}.$$

No other gamma law has these two moments. Here $\theta=18000/40=450$ eV and $k/L=1600/18000=0.0889$ nm⁻¹, so $k=8.89$ for 100 nm and $k=0.889$ for 10 nm.

**Q.** For 10 nm the exponent $k-1$ is negative. Your density diverges at zero loss.

**A.** It diverges as $x^{k-1}$, which is integrable for every $k>0$. The probability of a loss below a small energy $x$ is proportional to $x^k$ and vanishes with $x$.

**Q.** Matching moments at each length does not make the whole distribution consistent. Two pieces could have the right summed mean and variance and still the wrong shape.

**A.** They could, so the density of the sum has to be calculated. Let the pieces have lengths $L_1,L_2$ and shapes $k_1,k_2$. The scale $W/S$ contains no length, so both pieces share it. By independence, the density of $X_1+X_2$ is

$$\int_0^x p_{k_1}(u)\,p_{k_2}(x-u)\,du=\frac{e^{-x/\theta}}{\Gamma(k_1)\Gamma(k_2)\theta^{k_1+k_2}}\int_0^x u^{k_1-1}(x-u)^{k_2-1}du .$$

The exponentials combined because the scales are equal: $e^{-u/\theta}e^{-(x-u)/\theta}=e^{-x/\theta}$. Now put $u=xt$. The powers of $x$ are $(k_1-1)+(k_2-1)+1=k_1+k_2-1$, and the remaining integral is a number:

$$\int_0^x u^{k_1-1}(x-u)^{k_2-1}du=x^{k_1+k_2-1}B,\qquad B=\int_0^1t^{k_1-1}(1-t)^{k_2-1}dt .$$

The sum thus has a density proportional to $x^{k_1+k_2-1}e^{-x/\theta}$. It must integrate to 1, and $\int_0^\infty x^{k_1+k_2-1}e^{-x/\theta}dx=\Gamma(k_1+k_2)\theta^{k_1+k_2}$. This fixes $B=\Gamma(k_1)\Gamma(k_2)/\Gamma(k_1+k_2)$, and the density is $p_{k_1+k_2}(x)$. Finally,

$$k_1+k_2=\frac{S^2(L_1+L_2)}{W},$$

which is the shape the sampling rule assigns to one step of length $L_1+L_2$.

**Q.** That is two pieces. I may cut the path into fifty unequal ones.

**A.** Suppose the statement holds for $n-1$ pieces. Their total is then gamma distributed with scale $\theta$ and the summed shape, and it is independent of the $n$-th loss. The two-piece result adds the last piece. Hence the total-loss distribution is unchanged for any finite number of pieces and any lengths adding to $L$.

As a numerical test, the distribution for 10 nm was put on a grid of 2 eV cells, convolved ten times and compared with the single 100 nm law. The largest difference between the two cumulative distributions, which I shall call the distance, was $3\times10^{-6}$. For the clipped Gaussian the same comparison gave 0.13.

**Q.** A log-normal law is also positive and also takes any mean and variance. Would it not do as well?

**A.** Its third cumulant shows that it does not. For any random variable this is the third central moment, $\kappa_3=\langle (X-\langle X\rangle)^3\rangle$. It adds for independent variables, because the cross terms in the cube each contain the mean of a centred variable, which is zero.

Write the log-normal loss as $X=\mu e^{az-a^2/2}$ with $z$ standard normal. Since $\langle e^{maz}\rangle=e^{m^2a^2/2}$, its moments are $\langle X^m\rangle=\mu^mq^{m(m-1)/2}$ with $q=e^{a^2}$. The variance is $V=\mu^2(q-1)$, and

$$\kappa_3=\mu^3(q^3-3q+2)=\mu^3(q-1)^2(q+2)=\frac{3V^2}{\mu}+\frac{V^3}{\mu^3}.$$

The last step uses $q-1=V/\mu^2$ and $q+2=3+V/\mu^2$. With $\mu=SL$ and $V=WL$,

$$\kappa_3=\frac{3W^2L}{S}+\frac{W^3}{S^3}.$$

The second term does not depend on length, so $n$ pieces contain it $n$ times and one step contains it once. For 100 nm one step gives $2.52\times10^9$ eV³ and ten pieces give $3.34\times10^9$ eV³. The distance between the two laws is 0.012. The mean and variance are right in both cases, and the shape still depends on the subdivision.

**Q.** Suppose the code chooses the next step length from what has happened so far. Your induction assumed lengths fixed in advance.

**A.** The result survives if each length is chosen before its own loss is drawn. The Laplace transform shows this. For $s\ge0$, the gamma integral with $1/\theta$ replaced by $s+1/\theta$ gives

$$\langle e^{-sX}\rangle=\frac{(s+1/\theta)^{-k}}{\theta^k}=(1+\theta s)^{-k}=e^{-L\psi(s)},\qquad \psi(s)=\frac{S^2}{W}\ln(1+\theta s).$$

Let piece $i$ have length $\ell_i$ and loss $X_i$, and let the number of pieces be bounded by some $n$; unused pieces have zero length and zero loss. Define

$$M_j=\exp\Big[-s\sum_{i\le j}X_i+\psi(s)\sum_{i\le j}\ell_i\Big],\qquad M_0=1 .$$

Given the past, $\ell_j$ is known, so the average of $e^{-sX_j+\psi\ell_j}$ is $e^{-\ell_j\psi}e^{\psi\ell_j}=1$. The average of $M_j$ therefore equals that of $M_{j-1}$, and $\langle M_n\rangle=1$. The lengths add to the fixed number $L$, so $e^{\psi L}$ comes out of the average and $\langle e^{-s\sum X_i}\rangle=e^{-L\psi(s)}$. A Laplace transform determines a distribution on the positive axis, so this is again the one-step law.

One such rule was simulated with 200,000 paths of 100 nm. The first piece was 10 nm; after a loss above its mean the next was 5 nm, otherwise 20 nm, and the last piece was cut to fit. The distance from the one-step law was 0.0015. Sampling noise would exceed 0.0044 about once in a thousand such trials.

**Q.** Suppose I draw the loss for 10 nm, find it uncomfortably large, discard it and repeat the path as two 5 nm pieces.

**A.** Then the choice uses the loss being sampled, and the proof no longer applies. Let $\mu$ be the mean for the piece and $c>\mu$ the threshold. The replacement has mean $\mu$, so the new average is

$$\langle X;X\le c\rangle+\mu P(X>c)=\mu-\langle X-\mu;X>c\rangle<\mu ,$$

where $\langle\,\cdot\,;A\rangle$ means the average restricted to event $A$. With $c=800$ eV on each of ten pieces, the simulated mean total was 2826 eV instead of 4000 eV, which is 29% too low.

The remedy is to keep the large loss $x$ and divide it. In the convolution above, the integrand at $u=xt$ is $p_{k_1+k_2}(x)$ times a factor proportional to $t^{k_1-1}(1-t)^{k_2-1}$. Given the total, the first piece therefore receives a fraction $t$ with that beta density, whatever the total was.

**Q.** So far this is convenient mathematics. What collisions would produce a gamma-distributed loss?

**A.** Let $\nu(\varepsilon)\,d\varepsilon$ be the number of collisions per unit length with energy transfer in $d\varepsilon$. If the total rate $\lambda=\int\nu\,d\varepsilon$ is finite and collisions are independent, their number on $L$ is Poisson distributed with mean $\lambda L$. Each collision contributes a factor $g=\lambda^{-1}\int e^{-s\varepsilon}\nu\,d\varepsilon$, so

$$\langle e^{-sX}\rangle=\sum_{n=0}^\infty e^{-\lambda L}\frac{(\lambda L)^n}{n!}g^n=e^{-\lambda L(1-g)}=\exp\Big[-L\int(1-e^{-s\varepsilon})\nu\,d\varepsilon\Big].$$

For the gamma law this integral must equal $\psi(s)$. Differentiating both sides with respect to $s$ gives the condition

$$\int_0^\infty\varepsilon\,\nu\,e^{-s\varepsilon}d\varepsilon=\frac{S^2}{W}\frac{\theta}{1+\theta s}=\frac{S^2}{W}\int_0^\infty e^{-(s+1/\theta)\varepsilon}d\varepsilon ,$$

which is met by

$$\nu(\varepsilon)=\frac{S^2}{W}\frac{e^{-\varepsilon/\theta}}{\varepsilon}.$$

Both sides of the undifferentiated equation vanish at $s=0$, so they agree for all $s$.

**Q.** The integral of that $\nu$ diverges at small $\varepsilon$. You have infinitely many collisions.

**A.** Yes, but they carry little energy. Transfers below a cutoff $\varepsilon_0$ contribute at most $(S^2/W)\varepsilon_0$ to the mean loss per length. The spectrum is understood as the limit $\varepsilon_0\to0$ of finite-rate spectra, and the exponent converges because $1-e^{-s\varepsilon}\approx s\varepsilon$ there. Its moments per length are $\int\varepsilon\nu\,d\varepsilon=S^2\theta/W=S$ and $\int\varepsilon^2\nu\,d\varepsilon=S^2\theta^2/W=W$, as they must be.

Short paths show the connection directly. As $L\to0$, $k\to0$ and $1/\Gamma(k)=k/\Gamma(k+1)\to k$, so at fixed $x>0$ the density tends to $k\,e^{-x/\theta}/x=L\,\nu(x)$. An appreciable loss then comes from one collision.

**Q.** And on long paths I recover my Gaussian?

**A.** Yes. Put $Y=(X-k\theta)/(\theta\sqrt k)$, which has zero mean and unit variance. Then

$$\ln\langle e^{-sY}\rangle=s\sqrt k-k\ln\!\Big(1+\frac{s}{\sqrt k}\Big)=\frac{s^2}{2}-\frac{s^3}{3\sqrt k}+\dots$$

For $k\to\infty$ only $s^2/2$ remains, which belongs to the standard Gaussian. At 100 nm the limit is not yet close: 5% of the losses lie below 2077 eV and 5% above 6432 eV, that is, 1923 eV below the mean and 2432 eV above it.

**Q.** You prescribed the mean and variance, but not that asymmetry. Is it right?

**A.** It is a consequence of choosing the gamma family. From the moments,

$$\kappa_3=\theta^3\big[k(k+1)(k+2)-3k^2-k^3\big]=2k\theta^3=\frac{2W^2L}{S},$$

where I used $\kappa_3=\langle X^3\rangle-3\langle X\rangle\mathrm{Var}\,X-\langle X\rangle^3$. Per nm this is $1.62\times10^7$ eV³.

For comparison, take Coulomb collisions with free electrons at rest, for which $\nu=A/\varepsilon^2$ up to the kinematic limit. For electron mass $m$, proton mass $M$ and proton energy $E$,

$$\varepsilon_{\max}=\frac{4mM}{(m+M)^2}E=2176\ \text{eV}.$$

I choose $A$ and a lower cutoff $\varepsilon_{\min}$ to give the same $S$ and $W$:

$$A\ln\frac{\varepsilon_{\max}}{\varepsilon_{\min}}=S,\qquad A(\varepsilon_{\max}-\varepsilon_{\min})=W .$$

The solution has $\varepsilon_{\min}=18$ eV, a fitted cutoff and not a binding energy. The third cumulant per length is $A(\varepsilon_{\max}^2-\varepsilon_{\min}^2)/2=W(\varepsilon_{\max}+\varepsilon_{\min})/2=1.975\times10^7$ eV³/nm. The gamma value is 18% lower than this. That figure compares two models and is not the error for silicon: an impulse-approximation estimate with the momentum distribution of the bound electrons gives about $1.7\times10^7$ eV³/nm from transfers above 300 eV, and a variance from those transfers of about 13500 eV²/nm against 15700 for electrons at rest.

**Q.** Does the gamma spectrum respect the kinematic limit?

**A.** No. The fraction of $S$ it places above $\varepsilon_{\max}$ is

$$\frac1S\int_{\varepsilon_{\max}}^\infty\frac{S^2}{W}e^{-\varepsilon/\theta}d\varepsilon=e^{-r},\qquad r=\frac{\varepsilon_{\max}}{\theta}=4.84,$$

or 0.8%. With one more factor $\varepsilon$, integration by parts gives $(1+r)e^{-r}=4.6\%$ of $W$. The limit holds for electrons at rest only. Bound electrons move and can take more: the impulse-approximation estimate for the L and M shells of silicon puts about 1% of $S$ and 5 to 6% of $W$ above 2176 eV, so this excess is a departure from the free-electron model, not from silicon.

The distance between the total-loss laws of the two spectra is 0.0135 for 100 nm and 0.098 for 10 nm. Both spectra have exponents proportional to $L$, so both are unaffected by subdivision. That consistency does not make the short-step distribution accurate. The $1/\varepsilon^2$ model has $W/(\varepsilon_{\max}\varepsilon_{\min})\approx0.46$ collisions per nm, on average fewer than five in 10 nm, whereas the gamma law has infinitely many soft transfers.

**Q.** The proton slows down, so $S$ and $W$ change. What is left of the theorem?

**A.** Take pieces with fixed but different parameters, with means $M_i$ and variances $V_i$. Means and variances still add. Each piece has $\kappa_3=2V_i^2/M_i$, and the Cauchy–Schwarz inequality gives

$$\Big(\sum_iV_i\Big)^2=\Big(\sum_i\frac{V_i}{\sqrt{M_i}}\sqrt{M_i}\Big)^2\le\sum_i\frac{V_i^2}{M_i}\sum_iM_i .$$

Hence $\kappa_3$ of the sum is at least $2(\sum V_i)^2/\sum M_i$, the value for a gamma law with the summed mean and variance. Equality requires the same $V_i/M_i$, that is, the same $W/S$, on every piece. If these ratios differ, the sum is not gamma. If they agree, the scales agree and the convolution proof applies, even though $S$ varies.

For a severe case, divide 100 nm into halves and multiply $S$ by four in the second, keeping $W$. The means are 2000 and 8000 eV, and each variance is $9\times10^5$ eV². The third cumulant is $1.01\times10^9$ eV³, against $6.5\times10^8$ eV³ for the matched gamma law, and the distance is 0.010. If $W$ is also multiplied by four, the scales agree and the distance is exactly zero; the grid calculation gives $10^{-8}$, which is its discretization error.

**Q.** How severe is it for the actual proton, and are your round parameters believable?

**A.** Protons near 1 MeV are implanted in silicon to adjust carrier lifetime and doping in power devices. The Bethe formula with a rough mean excitation energy of 170 eV gives $S=42.7$ eV/nm, and the Bohr formula gives $W=18200$ eV²/nm, so the chosen values are of the right size. These are rough figures: 173 eV in place of 170 eV lowers $S$ to 42.4 eV/nm, and neither formula includes shell corrections, although the K electrons of silicon are faster than a 1 MeV proton. The assumption that every real implant breaks is constant $S$. In the Bethe formula $d\ln S/d\ln E=-0.61$, so the mean loss of 4 keV raises $S$ by 0.24% along 100 nm. Taking this rise as linear, the mean loss moves by half of it, about 5 eV in 4000 eV. A 1% change of $S$ takes about 410 nm, so the parameters must be updated many times over a range of many micrometres. Each step holds $S$ at its starting value, so refining the steps changes the result. With $S$ scaled as in the Bethe formula and $W$ fixed, the mean loss over 8 µm rises by about 0.7% when the step goes from 400 nm to 20 nm. Because each update depends on the energy already lost, the variances also stop adding: a proton that has lost more stops faster afterwards, and over those 8 µm the variance is about $1.9\times10^8$ eV² against $WL=1.44\times10^8$ eV².

**Q.** What else lies outside the model?

**A.** Nuclear stopping, estimated from screened Coulomb collisions, is about 0.03 eV/nm (0.032 to 0.035 depending on the screening model), under 0.1% of $S$, and a transport code treats it separately. It is small in the mean and in the variance, but not in the third cumulant. Its rare transfers reach 134 keV, so it adds about 300 eV²/nm to the variance, 1.7% of $W$, and about $2\times10^7$ eV³/nm to the third cumulant, as much as the electronic part. Because the large transfers are rare, adding them moves the cumulative distribution for 100 nm by only about 0.001. A crystal also has channels. For atomic number $Z=14$ and spacing $d$ along a ⟨110⟩ row, the estimate $\sqrt{2Ze^2/(4\pi\epsilon_0Ed)}$ gives a critical angle of 0.59°. For protons moving within about that angle of such a row, a stopping power for random directions is not justified; I have not calculated the resulting change in loss. Binding, and correlations between losses in the same atom, are also left out.

The gamma law has no upper end, so it could in principle take more energy than the ion has. For a 100 nm step at 1 MeV, the gamma law gives a probability of $2\times10^{-11}$ for losing even 2% of the energy. This is a property of the sampling law, not of the proton: one nuclear collision takes that much with probability about $10^{-5}$. Near the end of the range, where $SL$ becomes comparable with the remaining energy, the step must be shortened or the loss capped. A cap changes the law, and the subdivision proof does not cover it.

## Table of computed values

```
proton energy: 1000000 eV
chosen S: 40.0 eV/nm; chosen W: 18000 eV^2/nm
Bethe S (excitation 170 eV): 42.7 eV/nm
Bohr W: 18228 eV^2/nm
scale theta: 450.0 eV
shape per length: 0.08889 1/nm
path 100 nm: shape 8.8889
  mean 4000.0 eV, std dev 1341.6 eV
  gamma skewness: 0.6708
  Gaussian P(loss<0): 0.00143
path 10 nm: shape 0.8889
  mean 400.0 eV, std dev 424.3 eV
  gamma skewness: 2.1213
  Gaussian P(loss<0): 0.17289
100 nm loss, 5% and 95% points: 2077, 6432 eV
CDF distance, 10 pieces against one step:
  gamma: 2.82e-06
  log-normal: 1.17e-02
  clipped Gaussian: 1.31e-01
clipped Gaussian mean, one step: 4000.5 eV
clipped Gaussian mean, ten pieces: 4393.7 eV
log-normal 3rd cumulant, one step: 2.5211e+09 eV^3
log-normal 3rd cumulant, ten pieces: 3.3413e+09 eV^3
second half 4S, 4W: distance from gamma 1.1e-08
second half 4S, W: distance from gamma 0.0096
  3rd cumulant 1.0125e+09, gamma 6.4800e+08 eV^3
adaptive lengths: distance 0.00148, limit 0.00436
discard-and-redraw rule, mean total: 2826 eV
gamma collision spectrum summed: distance 2.9e-06
largest transfer to a free electron: 2176 eV
gamma spectrum above it: 0.79 % of S
gamma spectrum above it: 4.63 % of W
1/e^2 spectrum, lower cutoff: 18.0 eV
3rd cumulant per nm, gamma: 1.620e+07 eV^3/nm
3rd cumulant per nm, 1/e^2: 1.975e+07 eV^3/nm
gamma against 1/e^2, 100 nm: distance 0.0135
gamma against 1/e^2, 10 nm: distance 0.0984
Bethe d ln S / d ln E: -0.608
change of S along 100 nm: 0.244 %
path for a 1 % change of S: 411 nm
nuclear stopping estimate: 0.0346 eV/nm
nuclear / electronic: 0.087 %
<110> channelling angle: 0.59 degrees
P(loss > 2 % of energy): 1.9e-11
```
